Finite-cell errors of the twist-averaged electron gas: exchange versus total energy

Take an electron gas in a periodic cube of side L, and suppose that each density wave of small wave vector k is an oscillator of one frequency ω_p, with zero-point energy ω_p/2. In the infinite gas these modes fill k space uniformly. In the cube they sit on the reciprocal lattice G, one mode per volume (2π/L)³. A constant summed over lattice points equals the constant integrated over their cells, so nothing would be lost if every point were present. The point G = 0 is absent, because the neutralising background removes the uniform component of the density. The cell lacks one oscillator, and its energy per electron is too low by ω_p/(2N).

Units are Hartree atomic units. The gas is unpolarised, with density n = 3/(4π r_s³), k_F = (3π²n)^(1/3), ω_p² = 4πn, v(k) = 4π/k², Ω = L³ and N = nΩ. The symbol Δ means finite-cell minus bulk energy per electron.

**The estimate**

The bulk interaction energy per electron contains ½∫d³k/(2π)³ v(k)S(k), with S the static structure factor. Suppose the cell loses the region around k = 0, taken as a sphere of volume (2π/L)³ and radius k₀ = (6π²)^(1/3)/L. If S ≈ c k^α, the loss is

½ (1/2π²) ∫₀^k₀ 4π c k^α dk = c k₀^(α+1)/[π(α+1)] ∝ N^(−(α+1)/3)

In the Hartree-Fock state a density wave lifts electrons out of a shell of thickness ~k at the Fermi surface, so α = 1, with c = 3/(4k_F) as derived below, and

Δε_x ≈ −3(6π²)^(2/3)/(8π k_F L²) ≈ −1.81/(k_F L²)

In the correlated gas α = 2 and c = 1/(2ω_p). The loss is k₀³/(6πω_p) = π/(Ωω_p) = ω_p/(4N), using π/Ω = ω_p²/(4N). This is the potential half of the missing oscillator. The estimate ignores the error made by the points G ≠ 0 in representing their own cells, which vanishes for a constant integrand but not for the exchange integrand. The value of a function f at a point differs from its cell average by about −(2π/L)²∇²f/24. Since 1/k is harmonic away from the origin, the cells where vS ∝ 1/k contribute little; most of the error comes from the cells where vS departs from 1/k, chiefly the 1/k² tail beyond 2k_F, partly offset by a contribution of opposite sign from inside 2k_F, and it is of the same order L^(−2) as the loss itself.

**The error as a sum minus an integral**

In the Ewald convention two electrons interact through ψ(r) = Ω⁻¹Σ' v(G)e^(iG·r), the prime excluding G = 0, and each electron has energy v_M/2 from its images and their background, v_M = lim_(r→0)[ψ(r) − 1/r]. With ρ_G = Σ_j e^(−iG·r_j) and S_N(G) = ⟨ρ_(−G)ρ_G⟩/N, the sum over pairs i ≠ j is ρ_(−G)ρ_G less the N terms i = j:

V_N = (1/2Ω) Σ' v(G)[S_N(G) − 1] + v_M/2

V_∞ = ½ ∫d³k/(2π)³ v(k)[S(k) − 1]

Define the linear operation

D[f] = lim_(η→0) { Ω⁻¹Σ' f(G)e^(−ηG²) − ∫d³k/(2π)³ f(k)e^(−ηk²) }

The Gaussian factor averages over a small ball in real space, and ψ − 1/r is continuous at the origin, so v_M = D[v]. If S_N(G) = S(G) at every G ≠ 0,

ΔV = ½D[v(S − 1)] + ½D[v] = ½D[vS]

Two rules evaluate D. Poisson summation states Ω⁻¹Σ_G f(G) = Σ_R F(R), with R the cell lattice vectors and F(r) = ∫d³k/(2π)³ f e^(ik·r). The term R = 0 is the integral, so for f finite at the origin

D[f] = −f(0)/Ω + Σ'_R F(R)

For smooth f the last sum falls faster than any power of L.

The second rule treats f = k^p, p > −3. Let Z(s) = Σ'|m|^(−s) over integer vectors m, convergent for s > 3, and θ(t) = Σ_m e^(−πtm²). The integral for Γ gives π^(−s/2)Γ(s/2)Z(s) = ∫₀^∞ t^(s/2−1)(θ − 1)dt. Poisson summation of a Gaussian gives θ(t) = t^(−3/2)θ(1/t). On 0 < t < 1 write θ(t) − 1 = t^(−3/2)[θ(1/t) − 1] + t^(−3/2) − 1, integrate the two powers, and put t → 1/t in the rest:

Λ(s) ≡ π^(−s/2)Γ(s/2)Z(s) = −2/s − 2/(3−s) + ∫₁^∞ [t^(s/2−1) + t^((3−s)/2−1)](θ − 1)dt

The integral converges for every s, which continues Z, and Λ(s) = Λ(3−s). At s = 3, Z has a pole of residue 2π^(3/2)/Γ(3/2) = 4π. At s → 0, Γ(s/2) ≈ 2/s, so Z(0) = −1. At s = −2, Γ has a pole and Λ does not, so Z(−2) = 0. The symmetry, with Γ(½) = √π and Γ(−½) = −2√π, gives Z(2) = πZ(1) and Z(−1) = −Z(4)/(2π³).

Write e^(−y) = (1/2πi)∫Γ(t)y^(−t)dt along a vertical line far to the right, so that Σ'|m|^p e^(−βm²) = (1/2πi)∫Γ(t)β^(−t)Z(2t−p)dt. Γ decays exponentially along vertical lines and Z grows as a power, so the line can be moved left. The pole of Z at t = (p+3)/2 gives 2πΓ((p+3)/2)β^(−(p+3)/2), which equals ∫d³m |m|^p e^(−βm²). The poles of Γ at t = 0, −1, … give Z(−p) − βZ(−p−2) + …. Sum minus integral tends to Z(−p), and with G = 2πm/L

D[k^p] = (2π)^p Z(−p)/L^(3+p)

For p = 0 this is −1/Ω, the missing point. For p = −2, v_M = 4πZ(2)/(4π²L) = Z(1)/L. Numerically Z(1) = −2.837297, Z(−1) = −0.266596 and Z(4) = 16.53232. The numerical check tests the rule on raw lattice sums for p = −1, 0, 1, 2 and tests v_M against an Ewald sum.

**Hartree-Fock exchange**

A twist θ shifts the allowed momenta to G + θ. The averaging is grand-canonical: at each θ all states with |G + θ| < k_F are filled, the electron number N_θ varies, and energies are divided by N, which need not be an integer. As θ runs over the Brillouin zone, of volume (2π)³/Ω, the points G + θ cover k space once, so ⟨Σ_G f(G+θ)⟩_θ = Ω∫d³k/(2π)³ f(k). Any single sum over momenta therefore has its bulk average: ⟨N_θ⟩ = N, and the kinetic energy is 0.3k_F².

For a determinant of plane waves and G ≠ 0, ρ_G moves one electron from p to p − G, which needs p filled and p − G empty: ⟨ρ_(−G)ρ_G⟩ = 2Σ_p n_p(1 − n_(p−G)). This is a single sum over p, so S_N(G) = S_HF(G) exactly, and 1 − S_HF is the overlap of two Fermi spheres displaced by k, as a fraction of one sphere. With K = 2k_F and z = k/K < 1 the overlap is two caps of height h = k_F(1−z), each of volume πh²(3k_F − h)/3:

1 − S_HF = (1−z)²(2+z)/2 = 1 − 3z/2 + z³/2

S_HF = 3k/(4k_F) − k³/(16k_F³) for k < K, and 1 beyond

The kinetic energy has no error, so the whole Hartree-Fock error is Δε_x = ½D[vS_HF]. Continue the polynomial to all k and put the difference into a remainder:

½vS_HF = 3π/(2k_F k) − πk/(8k_F³) + r(k)

r = 0 for k < K, r = (2π/k²)(1 − 3z/2 + z³/2) for k > K

The power rule with p = −1 and p = 1 gives

D[3π/(2k_F k)] = [3π/(2k_F)] Z(1)/(2πL²) = 3Z(1)/(4k_F L²)

D[−πk/(8k_F³)] = −π²Z(−1)/(4k_F³L⁴) = Z(4)/(8πk_F³L⁴)

Since r(0) = 0, D[r] = Σ'F(R), and the angular integral gives

F(R) = (1/πR)∫_K^∞ φ(k) sin(kR)dk, φ = 1/k − 3/(2K) + k²/(2K³)

Repeated integration by parts, the Gaussian removing the upper limit, gives φcos(KR)/R − φ′sin(KR)/R² − φ″cos(KR)/R³ + φ‴sin(KR)/R⁴ + …, with φ and its derivatives taken at K. There φ = 0, φ′ = −1/K² + 1/K² = 0, φ″ = 2/K³ + 1/K³ = 3/K³ and φ‴ = −6/K⁴. With K³ = 8k_F³, K⁴ = 16k_F⁴ and Z(4)/L⁴ = Σ'R^(−4),

Δε_x = 3Z(1)/(4k_F L²) + Σ'_R [1 − 3cos(2k_F R)]/(8πk_F³R⁴) − Σ'_R 3 sin(2k_F R)/(8πk_F⁴R⁵) + …

The last term shown is at most 3Z(5)/(8πk_F⁴L⁵) in size. With k_F = (9π/4)^(1/3)/r_s and L = (4πN/3)^(1/3) r_s,

Δε_x = −0.42671 N^(−2/3)/r_s + O(N^(−4/3))

The power L^(−2) comes from the linear term of S_HF through p = −1. The coefficient 3|Z(1)|/4 = 2.13 replaces the 1.81 of the estimate, which is 15% low relative to it. The cosine is the Friedel oscillation in the electrostatic potential of the exchange hole, sampled at the image positions.

The result depends on the ensemble. With N fixed at each twist the occupations depend on θ, and the average is no longer an integral over one sphere. For the kinetic energy T the sign is known: filling all levels below μ = k_F²/2 minimises T − μN_θ at each twist, so T_can − μN ≥ T_θ − μN_θ, and averaging gives a canonical kinetic error that is not negative.

**The correlated gas**

The classical form of the equation of motion of ρ_k shows the structure, operator ordering affecting the O(k²) kinetic term alone. The force on electron j is −Ω⁻¹Σ'_q iq v(q)ρ_q e^(iq·r_j), so

d²ρ_k/dt² = −Σ_j (k·p_j)² e^(−ik·r_j) − Ω⁻¹Σ'_q (k·q)v(q) ρ_q ρ_(k−q)

The term q = k has ρ_0 = N and equals −nk²v(k)ρ_k = −ω_p²ρ_k. The other terms pair q with k − q, with coefficient k·q[v(q) − v(k−q)] + k²v(k−q) = O(k²). Assume that the operators multiplying k² have finite fluctuations per electron as k → 0. Then ρ_k, whose amplitude will come out O(k), is an oscillator at ω_p to leading order. Only the kinetic energy fails to commute with ρ_k, and ⟨[ρ_(−k),[H,ρ_k]]⟩ = Nk². Inserting eigenstates turns this into the f-sum rule Σ_s ω_s|⟨s|ρ_k|0⟩|² = Nk²/2. With all weight at ω_p,

S(k) → k²/(2ω_p), vS → 2π/ω_p

A second assumption is now needed, that the twist-averaged S_N(G) equals the bulk S(G) to the order kept. Then p = 0 and

ΔV = ½(2π/ω_p)(−1/Ω) = −ω_p/(4N)

For the total energy scale the interaction by λ at fixed density. By the Hellmann-Feynman theorem dE/dλ is the expectation value of the full-strength interaction, whose error is ½D[vS_λ]. The plasma frequency is √λ ω_p, so this error is −ω_p/(4N√λ). At λ = 0 the twist average has no error, and ∫₀¹λ^(−1/2)dλ = 2:

ΔE = −ω_p/(2N), ΔT = ΔE − ΔV = −ω_p/(4N)

The integrand is wrong at small λ, because S_λ is quadratic when √λ ω_p exceeds the particle-hole scale k k_F. At the smallest G this fails below λ* ~ (k_F/ω_p L)². The piece wrongly included is ~ω_p√λ*/N, and the piece that replaces it is of order λ*Δε_x; both are O(N^(−4/3)). The value −f(0)/Ω does not refer to the shape of the cell, whereas Z(1) belongs to the simple-cubic lattice.

The 1/N law holds for exchange plus correlation. Since Δε_c = ΔE − Δε_x, the correlation energy has a positive error that decays as N^(−2/3), and Δε_c/Δε_x → −1 with a correction ΔE/Δε_x ∝ N^(−1/3). A Monte Carlo total energy corrected by −Δε_x would be overcorrected by Δε_c; the leading correction is +ω_p/(2N).

**The next order in the random-phase approximation**

The density response at imaginary frequency is χ(k,iω) = −(2/Ω)Σ_s ω_s|⟨s|ρ_k|0⟩|²/(ω² + ω_s²), and ∫₀^∞ω_s dω/(ω² + ω_s²) = π/2, so S = −(1/πn)∫₀^∞χ dω. In the RPA χ_λ = χ₀/(1 − λvχ₀). With x = −vχ₀ > 0,

nvS_λ/2 = (1/2π)∫₀^∞ x/(1 + λx) dω

g(k) ≡ ∫₀¹dλ nvS_λ/2 = (1/2π)∫₀^∞ ln(1 + x) dω

so that ΔE = D[g]/n. Here χ₀ is the twist-averaged free response, a single momentum sum and hence the Lindhard function. For k ≪ k_F, n_p − n_(p+k) = kc δ(p − k_F), with c the cosine of the angle between p and k. With u = ω/(k k_F),

χ₀ = 2∫d³p/(2π)³ (n_p − n_(p+k))/(iω − p·k) = (k_F/2π²)∫₋₁¹ c dc/(iu − c) = −(k_F/π²)B(u)

B(u) = ∫₀¹c²dc/(u² + c²) = 1 − u arctan(1/u)

Since 4k_F/π = 3ω_p²/k_F², this is x = (ω_p²/ω²)·3u²B(u). Expanding 1/(u² + c²) gives 3u²B = 1 − 3/(5u²) + …, and u² + c² > u² gives 3u²B < 1. Split

ln(1 + x) = ln(1 + ω_p²/ω²) + ln[(1 + x)/(1 + ω_p²/ω²)]

The first part integrates to πω_p, because its ω_p derivative is ∫2ω_p dω/(ω² + ω_p²) = π. For ω ~ k k_F both x and ω_p²/ω² are large, and the second part is ln(3u²B), integrable in u at both ends. For ω ~ ω_p it is O(k²). Corrections of relative order k²/k_F² to χ₀ give k³ in the first region and even powers in the second. Hence

g = ω_p/2 + a k_F k + O(k²), a = (1/2π)∫₀^∞ ln[3u²B(u)]du = −0.355223

The full Lindhard integral has slope −0.34084 Ha bohr at r_s = 2, against a k_F = −0.34086. For the potential energy, x/(1+x) ≈ 1 − 1/x in the first region, and 1/x differs from ω²/ω_p² by O(k²) over a width O(k), which is k³. So vS has no linear term in the RPA. The check finds 2ω_pS/k² = 0.999933 and 0.999732 at k = 0.01k_F and 0.02k_F, deviations in the ratio 4. The linear term of g is kinetic.

At finite ω the Lindhard function is analytic in k. Its singular part δx at 2k_F lives at ω ≲ k_F|k − 2k_F|, where 1 + x may be replaced by ε = 1 + x(2k_F,0). The singular parts of ln(1+x) and x/(1+x) are then δx/ε and δx/ε² to first order. As (1/2π)∫x dω = nvS_HF/2, the unscreened δx produces the Hartree-Fock oscillation

O = −3Σ'_R cos(2k_F R)/(8πk_F³R⁴)

The static response is χ₀ = −(k_F/π²)[½ + (1−z²)/(4z) ln|(1+z)/(1−z)|], whose bracket is ½ at z = 1, so ε = 1 + (4π/K²)(k_F/2π²) = 1 + 1/(2πk_F), a value the check tests. Applying the power rule with p = 0, 1, 2, and Z(−2) = 0,

ΔE = −ω_p/(2N) + 2πa k_F Z(−1)/(NL) + O/ε + …

ΔV = −ω_p/(4N) + O/ε² + …

Both a and Z(−1) are negative, so the N^(−4/3) linear term is positive. The magnitude of its ratio to the leading term is 4πaZ(−1)k_F/(ω_p L) ∝ r_s^(−1/2)N^(−1/3): at high density the 1/N law needs larger cells, and for r_s → 0 at fixed N, where k_F/(ω_p L) grows without limit, the expansion fails. The coefficients of the N^(−4/3) terms are RPA values.

**Comparison at r_s = 2 bohr**

Here k_F = 0.959579 bohr⁻¹, ω_p = 0.612372 Ha and ε = 1.16586. The bulk RPA correlation energy from the Lindhard integral is −0.06180 Ha, the same to these digits as the PW92 fit to the RPA in libxc. For N = 54, L = 12.1859 bohr, L² = 148.496 bohr² and k_F L = 11.693.

For exchange, the estimate gives −1.81/(0.959579 × 148.496) = −12.7 mHa. The leading term is 3(−2.837297)/(4 × 0.959579 × 148.496) = −14.9338 mHa. The next order is 16.53232/(8π × 0.88357 × 22051) = 0.0338 mHa plus O = 0.0130 mHa, together 0.0468 mHa, for a sum of −14.8870 mHa. The finite lattice sum, which is exact for this state, is −14.8857 mHa (−0.4051 eV). The difference of 0.0013 mHa lies inside the bound 3 × 10.3775 × 0.959579/(8π × 11.693⁵) = 0.0054 mHa. Explicit orbital-pair sums on a grid of twists, with (k_F/π)(N_θ − N) added at each twist to cancel the grid's error in the mean electron number (⟨N_θ⟩ = 53.957, and the raw exchange energy is about 0.26 mHa per electron too high; the added term is −0.25 mHa on this grid and vanishes in the exact average), give −14.87 mHa, and S = 0.3934 at the shortest G against S_HF = 0.3933. The error is 6.5% of the bulk exchange energy, −0.229083 Ha.

For the RPA total energy,

−ω_p/(2N) = −0.612372/108 = −5.6701 mHa (−0.1543 eV)

linear term = 2π × 0.355223 × 0.959579 × 0.266596/(54 × 12.1859) = +0.8677 mHa

O/ε = 0.0130/1.16586 = +0.0112 mHa

These add to −4.7913 mHa, against −4.8015 mHa (−0.1307 eV) from the lattice sum, a residual of 0.2% of the latter. The leading term alone is 18% larger in magnitude than the lattice sum. The shortest G, 0.51561 bohr⁻¹, has G k_F = 0.49 Ha, close to ω_p, so g is far from constant between the origin and the first shell (0.306 Ha at k = 0, 0.178 Ha at the shortest G); the three-term formula survives because the k² term of g drops out through Z(−2) = 0 and the next power, k³, enters at N^(−2), where it gives about −0.012 mHa here, most of the residual, while the next oscillating term, of order N^(−5/3), is only about 0.001 mHa. The potential error is −2.8190 mHa, within 0.6% of −ω_p/(4N) = −2.8351 mHa, while the kinetic error is −1.9825 mHa, because it carries the linear term: −2.8351 + 0.8677 = −1.9674 mHa.

The lattice sums for four cells, in mHa, are:

N, Δε_x, Δε_c, ΔE, ΔE/(−ω_p/2N), Δε_c/Δε_x
54, −14.886, 10.084, −4.8015, 0.8468, −0.677
250, −5.373, 4.259, −1.1139, 0.9095, −0.793
2000, −1.343, 1.198, −0.1457, 0.9516, −0.892
16000, −0.336, 0.317, −0.0187, 0.9776, −0.944

The logarithmic slopes between N = 2000 and 16000 are −0.6664 for Δε_x, −0.9870 for ΔE and −0.9974 for ΔV. The shortfall for ΔE is the drift of the fifth column, ln(0.9776/0.9516)/ln 8 = 0.013, and that drift is mostly the linear term, 0.007028/0.15309 = 0.046 at N = 2000 and 0.000439/0.01914 = 0.023 at N = 16000; O/ε adds +0.0025 and −0.0005 on the same scale, which brings the totals to 1 − 0.9516 and 1 − 0.9776. The check asserts at each N that ΔE and ΔV match their formulas within 8% of the linear term.

**Where the assumption S_N = S is weakest**

A simulation correlates the electrons at each twist and averages afterwards, and ⟨ln|1 + x_θ|⟩ differs from ln(1 + ⟨x_θ⟩) at second order in the fluctuation of x_θ. The fluctuation of the electron number indicates the scale. In units of 2π/L the number per spin counts shifted lattice points in a sphere of radius b = k_F L/2π. Its Fourier coefficients in θ are the transform of the ball, 4π(sin κb − κb cos κb)/κ³ at κ = 2π|m|, which tends to −b cos(2π|m|b)/(πm²). For large b the variance is Σ' b²cos²(2π|m|b)/(π²m⁴) ∝ N^(2/3), with a factor that oscillates with b, and the relative variance is ∝ N^(−4/3). That the energy shift per electron follows the same law is a conjecture.

The RPA evaluated twist by twist, with |G| < 2.5k_F and random twists, gives shifts of −0.090 mHa at N = 54 and −0.059 mHa at N = 128, each with a sampling uncertainty of about 0.01 mHa, which are 1.6% and 2.5% of ω_p/(2N). The shift is small at both sizes, but these two points do not show the conjectured decay: multiplied by N^(4/3) it goes from −0.018 to −0.038 Ha, and its share of the leading term grows. The oscillating factor would explain most of this growth if the shift follows the variance: Σ' cos²(2π|m|b)/m⁴ is 7.2 at N = 54 and 13.1 at N = 128, a ratio of 1.8 against 2.1 for the scaled shift, the latter uncertain by about 0.3 from sampling. Two sizes cannot establish the law. The test asserts no more than a shift below 35% of ω_p/(2N).

The choice of ensemble matters more at this size. Canonical averaging at N = 54 leaves a free kinetic error of +0.59 mHa, about 10% of ω_p/(2N) and of opposite sign to ΔE, while the exact grand-canonical average has none. On the finite twist grid ⟨N_θ⟩ = 53.957 rather than 54, which by itself shifts the kinetic energy by μ(⟨N_θ⟩ − N)/N ≈ −0.37 mHa; with the term μ(N_θ − N), zero in the exact average, subtracted at each twist, the grid gives 3 × 10⁻⁴ mHa. At a single twist the momentum sums in general differ from their bulk values, and neither law follows from this derivation.

Calculated quantities

```
rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.959579 bohr^-1, wp = 0.612372 Ha
Z(1) = -2.837297, Z(-1) = -0.266596, Z(4) = 16.53232, Z(5) = 10.3775
regulated sum-minus-integral: p=0: -1.0000000, p=2: 0.0e+00; vM*L = -2.837297
N=54: L = 12.18590 bohr, G1 = 0.51561 bohr^-1, mean N over twists = 53.957
N=54: S(G1) orbitals = 0.3934, S_HF(G1) = 0.3933
N=54: dx orbitals = -0.01487 Ha, dx lattice sum = -0.01489 Ha
N=54: kinetic error grand-can. = 2.8e-07 Ha, canonical = 5.90e-04 Ha
bulk ex = -0.229083 Ha, bulk free kinetic = 0.276238 Ha
a = -0.355223; slope of g: numeric -0.34084, a*kF -0.34086 Ha bohr
RPA 2 wp S/k^2 at k = 0.01, 0.02 kF: 0.999933, 0.999732
bulk RPA ec = -0.06180 Ha, libxc PW92-RPA fit = -0.06180 Ha
eps(2kF,0) = 1.16586; dx leading = -0.42671 N^(-2/3)/rs Ha; wp/2 = 0.30619 Ha
N=54: L = 12.1859 bohr, kF L = 11.693; energies in mHa per electron
  dx -14.88572, leading -14.93380, next 0.046776, osc 0.013015
  dc 10.08419, dc/dx -0.6774, dE -4.80153, predicted -4.79126
  -wp/2N -5.67012, linear-term 0.867690, N dE/(wp/2) -0.8468
  dV -2.81902, predicted -2.82548, dT -1.98251, -wp/4N -2.83506
N=250: L = 20.3098 bohr, kF L = 19.489; energies in mHa per electron
  dx -5.37308, leading -5.37617, next 0.003210, osc -0.001166
  dc 4.25923, dc/dx -0.7927, dE -1.11385, predicted -1.11329
  -wp/2N -1.22474, linear-term 0.112453, N dE/(wp/2) -0.9095
  dV -0.61286, predicted -0.61323, dT -0.50099, -wp/4N -0.61237
N=2000: L = 40.6197 bohr, kF L = 38.978; energies in mHa per electron
  dx -1.34333, leading -1.34404, next 0.000720, osc 0.000447
  dc 1.19764, dc/dx -0.8915, dE -0.14569, predicted -0.14568
  -wp/2N -0.15309, linear-term 0.007028, N dE/(wp/2) -0.9516
  dV -0.07621, predicted -0.07622, dT -0.06948, -wp/4N -0.07655
N=16000: L = 81.2393 bohr, kF L = 77.956; energies in mHa per electron
  dx -0.33601, leading -0.33601, next 0.000005, osc -0.000012
  dc 0.31730, dc/dx -0.9443, dE -0.01871, predicted -0.01871
  -wp/2N -0.01914, linear-term 0.000439, N dE/(wp/2) -0.9776
  dV -0.00958, predicted -0.00958, dT -0.00913, -wp/4N -0.00957
exponents 2000->16000: dx -0.6664, dc -0.6388, dE -0.9870, dV -0.9974
N=54 main results: dx = -0.4051 eV, dE = -0.1307 eV, -wp/2N = -0.1543 eV
N=54: mean response/Lindhard = 0.999, twist shift D = -0.090 mHa
  D/(wp/2N) = -0.016, D N^(4/3) = -0.018 Ha
N=128: mean response/Lindhard = 0.999, twist shift D = -0.059 mHa
  D/(wp/2N) = -0.025, D N^(4/3) = -0.038 Ha
```
